# Heat conduction by a random walk of energy between atomic oscillators: a numerical check

```python
"""
Result under test: heat conductivity of independent atomic oscillators whose
energy makes a random walk,
    kappa = c * nu / (3 * a),
c  = heat capacity per atom (three vibration directions), J/K
nu = vibration frequency, Hz;  a = interatomic spacing, m.
Assumed: six neighbours, all energy passed on in half a period tau = 1/(2 nu).
The spring lattice is also solved directly, to see how good that assumption is.
Lattice units: spacing 1, angular frequency with neighbours held fixed 1,
so half a period lasts pi.
"""
import numpy as np
from scipy.constants import h, k as k_B

rng = np.random.default_rng(12345)


def mean_energy(T, nu):
    """Thermal energy of one atom, zero-point part omitted."""
    return 3 * h * nu / np.expm1(h * nu / (k_B * T))


def heat_capacity(T, nu):
    x = h * nu / (k_B * T)
    return 3 * k_B * x**2 * np.exp(-x) / (-np.expm1(-x))**2


def kappa_formula(T, nu, a):
    return heat_capacity(T, nu) * nu / (3 * a)


# ---- Test 1: steady heat flow through a 3D slab between two reservoirs ----
def kappa_slab(T, nu, a, dT=0.1, nx=6, ny=3):
    tau = 1 / (2 * nu)
    e_hot = mean_energy(T + dT / 2, nu)
    e_cold = mean_energy(T - dT / 2, nu)
    size = nx * ny * ny
    index = np.arange(size).reshape(nx, ny, ny)
    matrix = np.zeros((size, size))
    source = np.zeros(size)
    for i in range(nx):
        for j in range(ny):
            for l in range(ny):
                row = index[i, j, l]
                matrix[row, row] = 6
                for dj, dl in ((1, 0), (-1, 0), (0, 1), (0, -1)):
                    matrix[row, index[i, (j + dj) % ny, (l + dl) % ny]] -= 1
                for ii in (i - 1, i + 1):
                    if ii < 0:
                        source[row] += e_hot
                    elif ii >= nx:
                        source[row] += e_cold
                    else:
                        matrix[row, index[ii, j, l]] -= 1
    energy = np.linalg.solve(matrix, source).reshape(nx, ny, ny)
    power = np.sum(e_hot - energy[0]) / (6 * tau)
    flux = power / (ny * ny * a**2)
    return flux * (nx + 1) * a / dT


slab_error = 0.0
for T_test, nu_test, a_test in ((300, 5e12, 2.5e-10), (60, 5e12, 2.5e-10),
                                (300, 9e12, 2.5e-10), (150, 3e12, 4e-10)):
    ratio = kappa_slab(T_test, nu_test, a_test) / kappa_formula(
        T_test, nu_test, a_test)
    slab_error = max(slab_error, abs(ratio - 1))
assert slab_error < 1e-5   # finite temperature difference

# ---- Test 2: work done on an atom in half a period, random phases ----
times = np.linspace(0, np.pi, 201)
weights = np.full(times.size, times[1] - times[0])
weights[[0, -1]] /= 2
phases = rng.uniform(0, 2 * np.pi, (20000, 6))
force = np.zeros((20000, times.size))
for neighbour in range(6):
    force += np.sin(times[None, :] + phases[:, neighbour, None]) / 6
work = force @ (weights * np.cos(times))
work_ratio = np.sqrt(np.mean(work**2)) / 0.5   # oscillator energy is 1/2
work_mean = np.mean(work) / 0.5
work_formula = np.pi / np.sqrt(12)
assert abs(work_ratio / work_formula - 1) < 0.02   # sampling error
assert abs(work_mean) < 0.03

# ---- Test 3: mean square step of energy on the real spring lattice ----
# Road A: average over wave vectors
n_q = 48
q = 2 * np.pi * (np.arange(n_q) + 0.5) / n_q
qx, qy, qz = np.meshgrid(q, q, q, indexing="ij")
w = np.sqrt(1 - (np.cos(qx) + np.cos(qy) + np.cos(qz)) / 3)
grad2 = (np.sin(qx)**2 + np.sin(qy)**2 + np.sin(qz)**2) / (36 * w**2)
th = np.pi * w
s, c = np.sin(th), np.cos(th)
total_formula = 1 + 0.5 * np.mean(s**2 * (1 / w - w)**2)
second_moment = np.mean(grad2 * (np.pi**2 * s**2
                                 + 0.5 * (np.pi * c / w - s / w**2)**2
                                 + 0.5 * (s + np.pi * w * c)**2))
step_formula = second_moment / total_formula

# Road B: direct time integration of the equations of motion
L = 21
coord = np.fft.fftfreq(L, 1 / L)
X, Y, Z = np.meshgrid(coord, coord, coord, indexing="ij")
R2 = X**2 + Y**2 + Z**2


def acceleration(u):
    neighbours = sum(np.roll(u, shift, axis)
                     for axis in range(3) for shift in (1, -1))
    return neighbours / 6 - u


n_steps = 400
dt = np.pi / n_steps
site_energy = np.zeros((L, L, L))
for start in (0, 1):   # two phases a quarter period apart give the average
    u = np.zeros((L, L, L))
    v = np.zeros((L, L, L))
    (u, v)[start][0, 0, 0] = 1
    acc = acceleration(u)
    for _ in range(n_steps):
        v += 0.5 * dt * acc
        u += dt * v
        acc = acceleration(u)
        v += 0.5 * dt * acc
    site_energy += 0.5 * (u**2 + v**2)
total_direct = site_energy.sum()
step_direct = np.sum(R2 * site_energy) / total_direct
assert abs(total_direct / total_formula - 1) < 1e-3   # time-step error
assert abs(step_direct / step_formula - 1) < 1e-3
assert 0.3 < step_direct < 1.0   # half-period exchange has the right size

# ---- Test 4: scrambled phases give diffusion, coherent phases do not ----
k1 = 2 * np.pi * np.arange(L) / L
kx, ky, kz = np.meshgrid(k1, k1, k1, indexing="ij")
w_grid = np.sqrt(np.maximum(
    0, 1 - (np.cos(kx) + np.cos(ky) + np.cos(kz)) / 3))
cos_half = np.cos(np.pi * w_grid)
sin_over_w = np.pi * np.sinc(w_grid)
w_sin = w_grid * np.sin(np.pi * w_grid)


def half_period(u, v):
    fu, fv = np.fft.fftn(u), np.fft.fftn(v)
    new_u = np.fft.ifftn(cos_half * fu + sin_over_w * fv).real
    new_v = np.fft.ifftn(cos_half * fv - w_sin * fu).real
    return new_u, new_v


def spread(start_phases, scramble, n_half=4):
    moment, total = np.zeros(n_half), np.zeros(n_half)
    for phase in start_phases:
        u = np.zeros((L, L, L))
        v = np.zeros((L, L, L))
        u[0, 0, 0], v[0, 0, 0] = np.cos(phase), np.sin(phase)
        for n in range(n_half):
            u, v = half_period(u, v)
            energy = u**2 + v**2
            moment[n] += np.sum(R2 * energy)
            total[n] += energy.sum()
            if scramble:
                angle = rng.uniform(0, 2 * np.pi, u.shape)
                ca, sa = np.cos(angle), np.sin(angle)
                u, v = ca * u - sa * v, sa * u + ca * v
    return moment / total


n_runs = 500
spread_random = spread(rng.uniform(0, 2 * np.pi, n_runs), True)
spread_wave = spread((0, np.pi / 2), False)
assert abs(spread_random[3] / (4 * step_formula) - 1) < 0.1   # sampling
assert abs(spread_random[1] / (2 * step_formula) - 1) < 0.1
assert spread_wave[3] / spread_wave[1] > 3   # diffusion would give 2

# ---- Worked example and limits ----
a, nu, T = 2.5e-10, 5e12, 300.0
tau = 1 / (2 * nu)
theta = h * nu / k_B
c_atom = heat_capacity(T, nu)
kappa = kappa_formula(T, nu, a)
kappa_high = k_B * nu / a
T_low = theta / 20
kappa_low = kappa_high * 20**2 * np.exp(-20)
high_ratio = kappa_slab(50 * theta, nu, a) / kappa_high
low_ratio = kappa_slab(T_low, nu, a, dT=0.001) / kappa_low
assert abs(high_ratio - 1) < 1e-3
assert abs(low_ratio - 1) < 1e-3

print("MODEL PARAMETERS")
print(f"spacing a = {a * 1e9:.2f} nm")
print(f"frequency nu = {nu * 1e-12:.1f} THz")
print(f"half period tau = {tau * 1e12:.3f} ps")
print(f"h nu / k_B = {theta:.1f} K")
print("RESULTS AT 300 K")
print(f"x = h nu/(k_B T) = {theta / T:.4f}")
print(f"heat capacity per atom c = {c_atom:.4e} J/K")
print(f"c / (3 k_B) = {c_atom / (3 * k_B):.4f}")
print(f"heat capacity per volume = {c_atom / a**3:.4e} J/(m^3 K)")
print(f"diffusivity a^2/(6 tau) = {a**2 / (6 * tau):.4e} m^2/s")
print(f"kappa = c nu/(3a) = {kappa:.4f} W/(m K)")
print(f"kappa with computed lattice step = {step_formula * kappa:.4f} W/(m K)")
print("TEMPERATURE DEPENDENCE")
for temperature in (30, 100, 300, 1000):
    value = kappa_formula(temperature, nu, a)
    print(f"kappa at {temperature} K = {value:.5f} W/(m K)")
print(f"high-temperature limit k_B nu/a = {kappa_high:.4f} W/(m K)")
print("TESTS")
print(f"slab against formula, largest relative error = {slab_error:.1e}")
print(f"slab / high-T limit at T = 50 h nu/k_B: {high_ratio:.6f}")
print(f"slab / low-T limit at T = h nu/(20 k_B): {low_ratio:.6f}")
print(f"rms work / energy in half a period, sampled = {work_ratio:.4f}")
print(f"rms work / energy, formula pi/sqrt(12) = {work_formula:.4f}")
print(f"mean work / energy, sampled = {work_mean:.4f}")
print(f"total site energy S0, wave-vector average = {total_formula:.5f}")
print(f"total site energy S0, direct integration = {total_direct:.5f}")
print(f"mean square step R, wave-vector average = {step_formula:.5f} a^2")
print(f"mean square step R, direct integration = {step_direct:.5f} a^2")
print(f"runs with scrambled phases = {n_runs}")
print("mean square spread after 1, 2, 3, 4 half periods, in a^2:")
print("  scrambled phases:", " ".join(f"{m:.3f}" for m in spread_random))
print("  coherent waves:  ", " ".join(f"{m:.3f}" for m in spread_wave))
print(f"growth from 2 to 4, scrambled = {spread_random[3] / spread_random[1]:.3f}")
print(f"growth from 2 to 4, coherent = {spread_wave[3] / spread_wave[1]:.3f}")
print("done: every assertion held")
```

Printed output:

```
MODEL PARAMETERS
spacing a = 0.25 nm
frequency nu = 5.0 THz
half period tau = 0.100 ps
h nu / k_B = 240.0 K
RESULTS AT 300 K
x = h nu/(k_B T) = 0.7999
heat capacity per atom c = 3.9280e-23 J/K
c / (3 k_B) = 0.9483
heat capacity per volume = 2.5139e+06 J/(m^3 K)
diffusivity a^2/(6 tau) = 1.0417e-07 m^2/s
kappa = c nu/(3a) = 0.2619 W/(m K)
kappa with computed lattice step = 0.1523 W/(m K)
TEMPERATURE DEPENDENCE
kappa at 30 K = 0.00594 W/(m K)
kappa at 100 K = 0.17454 W/(m K)
kappa at 300 K = 0.26187 W/(m K)
kappa at 1000 K = 0.27481 W/(m K)
high-temperature limit k_B nu/a = 0.2761 W/(m K)
TESTS
slab against formula, largest relative error = 1.2e-07
slab / high-T limit at T = 50 h nu/k_B: 0.999967
slab / low-T limit at T = h nu/(20 k_B): 1.000000
rms work / energy in half a period, sampled = 0.9041
rms work / energy, formula pi/sqrt(12) = 0.9069
mean work / energy, sampled = 0.0052
total site energy S0, wave-vector average = 1.13776
total site energy S0, direct integration = 1.13776
mean square step R, wave-vector average = 0.58162 a^2
mean square step R, direct integration = 0.58162 a^2
runs with scrambled phases = 500
mean square spread after 1, 2, 3, 4 half periods, in a^2:
  scrambled phases: 0.584 1.169 1.731 2.305
  coherent waves:   0.582 2.373 5.401 9.612
growth from 2 to 4, scrambled = 1.972
growth from 2 to 4, coherent = 4.050
done: every assertion held
```
